# Why accumulated indium tin oxide can show near-unity local index changes: verification in Python

```python
# RESULT UNDER TEST: when gating moves the permittivity of indium tin oxide (ITO)
# from eps1 to eps2, the complex index changes by (eps2-eps1)/(index1+index2).
# The local slope is d(index)/d(eps) = 1/(2 index): large but finite near
# epsilon-near-zero (ENZ), because of loss. Always |index change| <= sqrt|eps change|.
# Symbols: N electron density, mass in free-electron masses, gamma scattering rate,
# omega light frequency, eps_inf background permittivity; time factor exp(-i omega t).
# SI units inside, except the Schroedinger-Poisson part, which uses nm and eV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

e, eps0, me, hbar = sc.e, sc.epsilon_0, sc.m_e, sc.hbar
CM3 = 1e6                         # one per cm3, expressed in 1/m3

# ---------------- chosen parameters (rough typical values) ----------------
wavelength = 1550e-9
eps_inf, mass, mobility = 3.9, 0.35, 30e-4
N_base = 3.0e20 * CM3
gate_field, kappa_oxide, oxide_nm = 3.0e8, 20.0, 5.0
layer = 1.0e-9
kappa_ito, film_nm, temperature = 9.0, 10.0, 300.0
breakdown_field = 5.0e8
n_high = 3.48                     # high-index background for comparison
n_side, angle = 2.0, np.pi / 4    # medium on both sides of the thin layer
nonparabolicity = 0.42            # 1/eV
barrier_eV, tunnel_mass = 2.0, 0.2

omega = 2 * np.pi * sc.c / wavelength
k0 = omega / sc.c
gamma = e / (mass * me * mobility)


def permittivity(N, rate=gamma, m=mass):
    return eps_inf - N * e**2 / (eps0 * m * me) / (omega**2 + 1j * rate * omega)


def index(eps):
    return np.sqrt(eps + 0j)


# ---------------- Drude permittivity against the equation of motion -------
g = gamma / omega
motion = solve_ivp(lambda t, v: -g * v - np.exp(-1j * t), (0, 250), [0j],
                   method="DOP853", rtol=1e-10, atol=1e-12)
velocity_amplitude = motion.y[0, -1] * np.exp(1j * motion.t[-1])
position_amplitude = velocity_amplitude / (-1j)
strength = N_base * e**2 / (eps0 * mass * me * omega**2)
eps_motion = eps_inf - strength * position_amplitude
assert abs(eps_motion - permittivity(N_base)) < 1e-6

# ---------------- ENZ density and the loss left there ---------------------
N_enz = eps0 * mass * me * eps_inf * (omega**2 + gamma**2) / e**2
N_root = brentq(lambda x: permittivity(x * 1e26).real, 0.1, 50) * 1e26
assert abs(N_root / N_enz - 1) < 1e-9
loss_enz = permittivity(N_root).imag
assert abs(loss_enz / (eps_inf * gamma / omega) - 1) < 1e-9

# ---------------- gate charge and the two states --------------------------
sheet = eps0 * kappa_oxide * gate_field / e
N_acc = N_base + sheet / layer
eps1, eps2 = permittivity(N_base), permittivity(N_acc)
n1, n2 = index(eps1), index(eps2)
d_eps, d_n = eps2 - eps1, n2 - n1

# ---------------- local slope: finite differences -------------------------
step = 1e-5
for ep in (eps1, eps2, 1j * loss_enz):
    numeric = (index(ep + step) - index(ep - step)) / (2 * step)
    assert abs(numeric - 1 / (2 * index(ep))) < 1e-7
    assert abs(numeric.real - index(ep).real / (2 * abs(ep))) < 1e-7


def real_slope(x):
    return ((index(x + step + 1j * loss_enz)
             - index(x - step + 1j * loss_enz)) / (2 * step)).real


best = minimize_scalar(lambda x: -real_slope(x), bounds=(-2, 3), method="bounded",
                       options={"xatol": 1e-7})
peak_slope = 3**0.75 / (4 * np.sqrt(2) * np.sqrt(loss_enz))
assert abs(-best.fun / peak_slope - 1) < 1e-6
assert abs(best.x - loss_enz / np.sqrt(3)) < 2e-3


# steepest fall of the real index with density, with the loss varying too
def density_slope(x):
    h = 1e-4
    return (index(permittivity((x + h) * 1e26)).real
            - index(permittivity((x - h) * 1e26)).real) / (2 * h)


steep = minimize_scalar(density_slope, bounds=(1.0, 12.0), method="bounded")
assert abs(steep.x * 1e26 / N_enz - 1) < 0.15

# ---------------- finite change: add up the slope along the path ----------
deps_dN = (permittivity(2e26) - permittivity(1e26)) / 1.0


def path_part(part):
    return quad(lambda x: part(deps_dN / (2 * index(permittivity(x * 1e26)))),
                N_base / 1e26, N_acc / 1e26)[0]


path_sum = path_part(np.real) + 1j * path_part(np.imag)
assert abs(path_sum - d_eps / (n1 + n2)) < 1e-8
assert abs(path_sum - d_n) < 1e-8

# bound on the index change, for random passive permittivities
rng = np.random.default_rng(1)
ea = rng.uniform(-8, 8, 20000) + 1j * rng.uniform(0, 4, 20000)
eb = rng.uniform(-8, 8, 20000) + 1j * rng.uniform(0, 4, 20000)
assert np.all(abs(index(ea) - index(eb)) <= np.sqrt(abs(ea - eb)) + 1e-12)

# ---------------- separate the causes -------------------------------------
d_n_high = index(n_high**2 + d_eps) - n_high
assert abs(d_n_high.real) < 0.5 * abs(d_n.real)
d_n_clean = (index(permittivity(N_acc, gamma / 10))
             - index(permittivity(N_base, gamma / 10)))
N_enz_clean = eps0 * mass * me * eps_inf * (omega**2 + (gamma / 10)**2) / e**2
slope_enz = abs(1 / (2 * index(permittivity(N_enz))))
slope_enz_clean = abs(1 / (2 * index(permittivity(N_enz_clean, gamma / 10))))
slope_gain = slope_enz_clean / slope_enz
change_gain = d_n_clean.real / d_n.real
assert abs(slope_gain - np.sqrt(10)) < 1e-3 and 1 < change_gain < 0.7 * slope_gain


# ---------------- what light sees of a thin layer -------------------------
def transmission(eps, d, theta, p_polarized):
    kz_side = k0 * n_side * np.cos(theta)
    kz = np.sqrt(k0**2 * (eps - (n_side * np.sin(theta))**2) + 0j)
    ratio = kz / kz_side
    if p_polarized:
        ratio = (eps / kz) / (n_side**2 / kz_side)
    return 1 / (np.cos(kz * d) - 0.5j * np.sin(kz * d) * (ratio + 1 / ratio))


def log_change(d, theta, p_polarized):
    return np.log(transmission(eps2, d, theta, p_polarized)
                  / transmission(eps1, d, theta, p_polarized))


d_inverse = 1 / eps2 - 1 / eps1
tangential = 0.5j * k0 * layer * d_eps * np.cos(angle) / n_side
normal = (-0.5j * k0 * layer * n_side**3 * np.sin(angle)**2
          * d_inverse / np.cos(angle))
head_on = 0.5j * k0 * layer * d_eps / n_side
thin = 1e-3                       # thinner layer isolates the first order
assert abs(log_change(layer * thin, angle, True)
           / (thin * (tangential + normal)) - 1) < 1e-3
assert abs(log_change(layer * thin, 0.0, False) / (thin * head_on) - 1) < 1e-3
exact_head_on = log_change(layer, 0.0, False)
exact_p = log_change(layer, angle, True)

# ---------------- neglected: the true charge profile ----------------------
kinetic = hbar**2 / (2 * me * e) * 1e18         # eV nm2
coulomb = e / eps0 * 1e9 / kappa_ito            # eV nm
kT = sc.k * temperature / e


def charge_profile(field, h=0.05):
    """Self-consistent electron density (1/nm3) in a gated hard-wall film."""
    points = int(round(film_nm / h)) + 1
    z = np.linspace(0, film_nm, points)
    donors = N_base * 1e-27
    total = donors * film_nm + eps0 * kappa_oxide * field / e * 1e-18
    hop = kinetic / mass / h**2
    states_2d = kT * mass / (2 * np.pi * kinetic)
    U = np.zeros(points)
    for _ in range(2500):
        E, psi = eigh_tridiagonal(2 * hop + U[1:-1], -hop * np.ones(points - 3),
                                  select="i", select_range=(0, 19))

        def filling(mu):
            return states_2d * np.logaddexp(0, (mu - E) / kT)

        mu = brentq(lambda x: filling(x).sum() - total, E[0] - 2, E[0] + 20)
        density = np.zeros(points)
        density[1:-1] = (psi**2 / h) @ filling(mu)
        curvature = coulomb * (donors - density)
        area = np.concatenate(([0], np.cumsum((curvature[1:] + curvature[:-1])
                                              * h / 2)))
        slope = area - area[-1]                 # no field at the far wall
        U_new = np.concatenate(([0], np.cumsum((slope[1:] + slope[:-1]) * h / 2)))
        residual = np.max(abs(U_new - U))
        if residual < 1e-6:
            break
        U = U + 0.05 * (U_new - U)
    assert residual < 1e-6
    return z, density


z, rest = charge_profile(0.0)
assert abs(rest[len(z) // 2] / (N_base * 1e-27) - 1) < 0.05
quantum = {}
for field in (gate_field, breakdown_field):
    _, gated = charge_profile(field)
    extra = gated - rest
    change = (index(permittivity(gated * 1e27)).real
              - index(permittivity(rest * 1e27)).real)
    charge = eps0 * kappa_oxide * field / e * 1e-18
    quantum[field] = (gated.max() * 1e21, charge / extra.max(),
                      change.min(), z[np.argmin(change)])
_, coarse = charge_profile(gate_field, h=0.1)
assert abs(coarse.max() * 1e21 / quantum[gate_field][0] - 1) < 0.03
assert -1.3 < quantum[gate_field][2] < -0.3


# ---------------- neglected: mass growing with density --------------------
def fermi_k(N):
    return (3 * np.pi**2 * N * 1e-27)**(1 / 3)  # 1/nm


def grown_mass(N, edge):
    return edge * np.sqrt(1 + 4 * nonparabolicity * kinetic * fermi_k(N)**2 / edge)


edge_mass = brentq(lambda m: grown_mass(N_base, m) - mass, 0.05, 0.35)


def band(k):
    return (np.sqrt(1 + 4 * nonparabolicity * kinetic * k**2 / edge_mass)
            - 1) / (2 * nonparabolicity)


def inverse_mass_weight(k, h=1e-3):
    first = (band(k + h) - band(k - h)) / (2 * h)
    second = (band(k + h) - 2 * band(k) + band(k - h)) / h**2
    return (k**2 * second + 2 * k * first) / (3 * np.pi**2 * 2 * kinetic)


drude_weight = quad(inverse_mass_weight, 0, fermi_k(N_acc), epsabs=1e-8)[0]
mass_acc = grown_mass(N_acc, edge_mass)
assert abs(drude_weight / (N_acc * 1e-27 / mass_acc) - 1) < 1e-4
d_n_mass = (index(permittivity(N_acc, gamma, mass_acc)) - n1).real
d_n_rough = (index(permittivity(N_acc, 2 * gamma)) - n1).real

# ---------------- neglected: nonlocality, temperature, tunnelling ---------
travel_nm = hbar * fermi_k(N_acc) * 1e9 / (mass * me) / omega * 1e9
fermi_eV = kinetic * fermi_k(N_base)**2 / mass
fermi_acc_eV = kinetic * fermi_k(N_acc)**2 / mass
drop_V = gate_field * oxide_nm * 1e-9
wkb = 2 * quad(lambda x: np.sqrt(max(barrier_eV - gate_field * 1e-9 * x, 0)
                                 * tunnel_mass / kinetic), 0, oxide_nm)[0]
leakage = e * sheet * fermi_acc_eV * e / sc.h * np.exp(-wkb) * 1e-4


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


def cplx(x):
    return f"{x.real:.3f} {x.imag:+.3f}i"


show("Wavelength", f"{wavelength*1e9:.0f}", "nm")
show("Background permittivity; mass", f"{eps_inf}; {mass}", "(free masses)")
show("Mobility", f"{mobility*1e4:.0f}", "cm2/Vs")
show("Scattering rate / light frequency", f"{g:.4f}")
show("Base density", f"{N_base/CM3:.3e}", "cm^-3")
show("Gate field; oxide constant", f"{gate_field/1e8:.1f} MV/cm; {kappa_oxide:.0f}")
show("Sheet density", f"{sheet/1e4:.3e}", "cm^-2")
show("Sheet charge", f"{sheet*e*100:.2f}", "uC/cm2")
show("Layer thickness", f"{layer*1e9:.1f}", "nm")
show("Accumulated density", f"{N_acc/CM3:.3e}", "cm^-3")
show("ENZ density", f"{N_enz/CM3:.3e}", "cm^-3")
show("Im eps at ENZ", f"{loss_enz:.4f}")
show("eps before", cplx(eps1))
show("eps after", cplx(eps2))
show("eps change", cplx(d_eps))
show("Index before", cplx(n1))
show("Index after", cplx(n2))
show("Index change", cplx(d_n))
show("Size of index change; bound", f"{abs(d_n):.3f}; {np.sqrt(abs(d_eps)):.3f}")
show("Slope 1/(2 index) before", cplx(1 / (2 * n1)))
show("Slope 1/(2 index) after", cplx(1 / (2 * n2)))
show("Mean slope 1/(index1+index2)", cplx(1 / (n1 + n2)))
show("Real-index change from starting slope", f"{(d_eps/(2*n1)).real:.3f}")
show("Peak real slope at ENZ loss", f"{peak_slope:.3f}")
show("Re eps at that peak", f"{best.x:.3f}")
show("Density of steepest real-index fall", f"{steep.x*1e20:.3e}", "cm^-3")
show("Slope on index-3.48 background", f"{1/(2*n_high):.4f}")
show("Same eps change on index 3.48", cplx(d_n_high))
show("Mobility x10: ENZ slope gain", f"{slope_gain:.3f}")
show("Mobility x10: real-index change", f"{d_n_clean.real:.3f}")
show("Mobility x10: gain of real-index change", f"{change_gain:.3f}")
show("Absorption coefficient before", f"{2*k0*n1.imag/100:.3e}", "cm^-1")
show("Absorption coefficient after", f"{2*k0*n2.imag/100:.3e}", "cm^-1")
show("Head-on phase change, exact", f"{exact_head_on.imag*1e3:.3f}", "mrad")
show("Head-on phase guess k0*d*(index change)",
     f"{k0*layer*d_n.real*1e3:.3f}", "mrad")
show("Change of 1/eps", cplx(d_inverse))
show("p, 45 deg: ln t change, tangential part", cplx(tangential * 1e3), "x1e-3")
show("p, 45 deg: ln t change, normal part", cplx(normal * 1e3), "x1e-3")
show("p, 45 deg: ln t change, exact", cplx(exact_p * 1e3), "x1e-3")
for field, (peak, width, change, place) in quantum.items():
    tag = f"Quantum profile, {field/1e8:.0f} MV/cm"
    show(tag + ", peak density", f"{peak:.3e}", "cm^-3")
    show(tag + ", charge width", f"{width:.2f}", "nm")
    show(tag + ", largest real-index change", f"{change:.3f} at {place:.2f}", "nm")
show("Nonparabolic: band-edge mass; layer mass", f"{edge_mass:.3f}; {mass_acc:.3f}")
show("Nonparabolic: real-index change", f"{d_n_mass:.3f}")
show("Layer mobility halved: real-index change", f"{d_n_rough:.3f}")
show("Electron travel per radian of light", f"{travel_nm:.2f}", "nm")
show("Fermi energy before; after", f"{fermi_eV:.3f}; {fermi_acc_eV:.3f}", "eV")
show("kT / Fermi energy at 300 K", f"{kT/fermi_eV:.3f}")
show("Oxide thickness; voltage drop", f"{oxide_nm:.0f} nm; {drop_V:.2f} V")
show("Barrier; tunnel mass", f"{barrier_eV:.1f} eV; {tunnel_mass:.1f} free masses")
show("WKB exponent; leakage estimate", f"{wkb:.1f}; {leakage:.1e}", "A/cm2")
print("ALL CHECKS PASSED")
```

Output:

```
Wavelength: 1550 nm
Background permittivity; mass: 3.9; 0.35 (free masses)
Mobility: 30 cm2/Vs
Scattering rate / light frequency: 0.1378
Base density: 3.000e+20 cm^-3
Gate field; oxide constant: 3.0 MV/cm; 20
Sheet density: 3.316e+13 cm^-2
Sheet charge: 5.31 uC/cm2
Layer thickness: 1.0 nm
Accumulated density: 6.316e+20 cm^-3
ENZ density: 6.454e+20 cm^-3
Im eps at ENZ: 0.5376
eps before: 2.087 +0.250i
eps after: 0.084 +0.526i
eps change: -2.004 +0.276i
Index before: 1.447 +0.086i
Index after: 0.555 +0.474i
Index change: -0.892 +0.387i
Size of index change; bound: 0.973; 1.422
Slope 1/(2 index) before: 0.344 -0.021i
Slope 1/(2 index) after: 0.521 -0.445i
Mean slope 1/(index1+index2): 0.463 -0.130i
Real-index change from starting slope: -0.684
Peak real slope at ENZ loss: 0.550
Re eps at that peak: 0.310
Density of steepest real-index fall: 5.775e+20 cm^-3
Slope on index-3.48 background: 0.1437
Same eps change on index 3.48: -0.301 +0.043i
Mobility x10: ENZ slope gain: 3.162
Mobility x10: real-index change: -1.250
Mobility x10: gain of real-index change: 1.401
Absorption coefficient before: 6.998e+03 cm^-1
Absorption coefficient after: 3.841e+04 cm^-1
Head-on phase change, exact: -2.029 mrad
Head-on phase guess k0*d*(index change): -3.617 mrad
Change of 1/eps: -0.177 -1.798i
p, 45 deg: ln t change, tangential part: -0.198 -1.436i x1e-3
p, 45 deg: ln t change, normal part: -20.609 +2.029i x1e-3
p, 45 deg: ln t change, exact: -20.594 +0.546i x1e-3
Quantum profile, 3 MV/cm, peak density: 7.105e+20 cm^-3
Quantum profile, 3 MV/cm, charge width: 0.91 nm
Quantum profile, 3 MV/cm, largest real-index change: -0.968 at 0.60 nm
Quantum profile, 5 MV/cm, peak density: 9.418e+20 cm^-3
Quantum profile, 5 MV/cm, charge width: 0.87 nm
Quantum profile, 5 MV/cm, largest real-index change: -1.301 at 0.45 nm
Nonparabolic: band-edge mass; layer mass: 0.239; 0.406
Nonparabolic: real-index change: -0.621
Layer mobility halved: real-index change: -0.634
Electron travel per radian of light: 0.72 nm
Fermi energy before; after: 0.467; 0.767 eV
kT / Fermi energy at 300 K: 0.055
Oxide thickness; voltage drop: 5 nm; 1.50 V
Barrier; tunnel mass: 2.0 eV; 0.2 free masses
WKB exponent; leakage estimate: 25.2; 1.1e-02 A/cm2
ALL CHECKS PASSED
```
